# Electron transmission between two grains with a rotated elliptical band: a program that tests the result

```python
# Result under test: two grains share a 2D elliptical band with principal masses
# m_heavy = 4 m_light and are rotated by 90 degrees, axes along and across the
# boundary x = 0. At zero wave number along the boundary the transmission is 8/9.
# Grain 1 (left) has the heavy mass along x, grain 2 (right) the light mass.
# Independent road: the operator -(hbar^2/2) d/dx (1/m) d/dx on a fine lattice
# with two semi-infinite leads, solved by its Green function.
# Lengths in nm, energies in eV, inverse masses in units of 1/m_e.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # hbar^2/(2 m_e), eV nm^2
HBAR_EVS = const.hbar / const.e

mass_heavy, mass_light = 2.0, 0.5
energy = 0.1
width = 0.5
barrier_height = 0.1
tilt_deg = 10.0
atomic_spacing = 0.25
temperature = 350.0
w_heavy, w_light = 1 / mass_heavy, 1 / mass_light
fine = 0.005


def step(left, right):
    """Profile that jumps at x = 0, with the mean value on x = 0 itself."""
    return lambda x: np.where(x < 0, left, np.where(x > 0, right, (left + right) / 2))


def graded_mass(layer):
    """Inverse mass when the mass varies linearly across a layer."""
    def profile(x):
        fraction = np.clip(x / layer + 0.5, 0, 1)
        return 1 / (mass_heavy + (mass_light - mass_heavy) * fraction)
    return profile


def lattice(inverse_mass, en=energy, a=fine, half=0.3, potential=None, delta=0.0):
    """Return T, R and the boundary amplitude for a unit wave from the left."""
    n = int(round(half / a))
    x = a * np.arange(-n, n + 1)
    bonds = a * (np.arange(-n - 1, n + 1) + 0.5)
    hop = KINETIC / a**2 * inverse_mass(bonds)
    pot = np.zeros(len(x)) if potential is None else np.array(potential(x), float)
    onsite = hop[:-1] + hop[1:] + pot
    onsite[n] += delta / a
    matrix = np.diag(en - onsite).astype(complex)
    matrix += np.diag(hop[1:-1], 1) + np.diag(hop[1:-1], -1)
    phases, gammas = [], []
    for site, lead_hop in ((0, hop[0]), (-1, hop[-1])):
        c = 1 - (en - pot[site]) / (2 * lead_hop)
        phase = np.arccos(c) if c <= 1 else 1j * np.arccosh(c)
        self_energy = -lead_hop * np.exp(1j * phase)
        matrix[site, site] -= self_energy
        phases.append(phase)
        gammas.append(-2 * self_energy.imag)
    source = np.zeros(len(x), complex)
    source[0] = 1
    green = np.linalg.solve(matrix, source)
    trans = gammas[0] * gammas[1] * abs(green[-1])**2
    refl = abs(1j * gammas[0] * green[0] - 1)**2
    amplitude = 1j * gammas[0] * green[n] * np.exp(-1j * phases[0] * n)
    return trans, refl, amplitude


def velocity(inverse_mass, en=energy):
    return np.sqrt(2 * en * const.e * inverse_mass / const.m_e)  # m/s


def formula(v1, v2, delta=0.0):
    """Transmission for normal velocities v1, v2 (m/s) and delta strength (eV nm)."""
    kick = 2 * delta * 1e-9 / HBAR_EVS
    return 4 * v1 * v2 / ((v1 + v2)**2 + kick**2)


def match(slope1, slope2):
    """Solve 1 + r = t and slope1 (1 - r) = slope2 t."""
    return np.linalg.solve([[1, -1], [slope1, slope2]], [-1, slope1])


k1 = np.sqrt(energy / (KINETIC * w_heavy))
k2 = np.sqrt(energy / (KINETIC * w_light))
v1, v2 = velocity(w_heavy), velocity(w_light)
r_heavy, t_heavy = match(v1, v2)
r_light, t_light = match(v2, v1)
T_main = v2 / v1 * t_heavy**2

# Main result, both directions, amplitudes, current balance, energy independence
forward = lattice(step(w_heavy, w_light))
backward = lattice(step(w_light, w_heavy))
assert abs(T_main - 8 / 9) < 1e-12
for result, t_amp, r_amp in ((forward, t_heavy, r_heavy), (backward, t_light, r_light)):
    assert abs(result[0] - 8 / 9) < 5e-5
    assert abs(result[1] - r_amp**2) < 5e-5
    assert abs(result[0] + result[1] - 1) < 1e-8
    assert abs(result[2] - t_amp) < 1e-3
for other_energy in (0.02, 0.3):
    assert abs(lattice(step(w_heavy, w_light), en=other_energy)[0] - 8 / 9) < 1e-4
# Another mass ratio, 9
T_ratio9 = 4 * np.sqrt(9) / (1 + np.sqrt(9))**2
assert abs(lattice(step(w_light / 9, w_light))[0] - T_ratio9) < 1e-4

# Continuity of the bare slope breaks current conservation
r_bad, t_bad = match(k1, k2)
T_bad = v2 / v1 * t_bad**2
assert abs(r_bad**2 + T_bad - 1) > 0.1

# A smooth mass profile tends to the abrupt result as the layer shrinks
err_wide = abs(lattice(graded_mass(0.10), a=0.0025)[0] - 8 / 9)
err_thin = abs(lattice(graded_mass(0.05), a=0.0025)[0] - 8 / 9)
assert err_thin < 1e-3 and err_thin < 0.3 * err_wide
T_graded = lattice(graded_mass(width))[0]
assert abs(T_graded - lattice(graded_mass(width), a=0.0025)[0]) < 1e-4

# Boundary potential: delta formula against the lattice, and a finite rectangle
strength = barrier_height * width
T_delta = formula(v1, v2, strength)
lat_delta = lattice(step(w_heavy, w_light), delta=strength)
assert abs(lat_delta[0] - T_delta) < 1e-4
assert abs(lat_delta[0] + lat_delta[1] - 1) < 1e-8


def rectangle(a):
    return lambda x: barrier_height * np.clip((width / 2 - abs(x)) / a + 0.5, 0, 1)


T_rect = lattice(step(w_heavy, w_light), potential=rectangle(fine))[0]
T_rect_half = lattice(step(w_heavy, w_light), a=fine / 2,
                      potential=rectangle(fine / 2))[0]
assert abs(T_rect - T_rect_half) < 1e-4


# Tilted axes: rotate the inverse-mass tensors and keep the xx component
def tilted_formula(angle):
    c2, s2 = np.cos(angle)**2, np.sin(angle)**2
    return formula(velocity(c2 * w_heavy + s2 * w_light),
                   velocity(s2 * w_heavy + c2 * w_light))


def tilted_lattice(angle):
    rot = np.array([[np.cos(angle), -np.sin(angle)], [np.sin(angle), np.cos(angle)]])
    quarter = np.array([[0.0, -1.0], [1.0, 0.0]])
    tensor1 = rot @ np.diag([w_heavy, w_light]) @ rot.T
    tensor2 = quarter @ tensor1 @ quarter.T
    return lattice(step(tensor1[0, 0], tensor2[0, 0]))[0]


for degrees in (tilt_deg, 30.0, 45.0):
    angle = np.radians(degrees)
    assert abs(tilted_formula(angle) - tilted_lattice(angle)) < 1e-4
T_tilt, T_45 = tilted_formula(np.radians(tilt_deg)), tilted_formula(np.pi / 4)
assert abs(T_45 - 1) < 1e-12


# Oblique channels: s = k_y / k_light, conserved at the boundary
def oblique_formula(s):
    ratio = np.sqrt((4 - s**2) / (1 - s**2))
    return 4 * ratio / (1 + ratio)**2


def oblique_lattice(s, reverse=False):
    ky = s * k2
    e1, e2 = KINETIC * ky**2 * w_light, KINETIC * ky**2 * w_heavy
    if reverse:
        return lattice(step(w_light, w_heavy), potential=step(e2, e1))
    return lattice(step(w_heavy, w_light), potential=step(e1, e2))


for s in (0.5, 0.9):
    assert abs(oblique_formula(s) - oblique_lattice(s)[0]) < 1e-4
outer = oblique_lattice(1.5, reverse=True)
assert abs(outer[1] - 1) < 1e-8 and outer[0] < 1e-12
T_avg1 = quad(lambda p: oblique_formula(np.sin(p)) * np.cos(p), 0, np.pi / 2)[0]
nodes, weights = np.polynomial.legendre.leggauss(12)
angles = (nodes + 1) * np.pi / 4
lattice_avg = sum(wt * np.pi / 4 * np.cos(p) * oblique_lattice(np.sin(p))[0]
                  for p, wt in zip(angles, weights))
assert abs(T_avg1 - lattice_avg) < 2e-4
T_avg2 = T_avg1 * k2 / k1  # grain 2 has k1/k2 times as many channels

# Coarse lattice as a measure of band non-parabolicity
T_coarse = lattice(step(w_heavy, w_light), a=atomic_spacing, half=4 * atomic_spacing)[0]

# Thermal average at fixed chemical potential, with and without the potential
kT = const.k * temperature / const.e


def thermal(delta):
    def weight(en):
        return 1 / (4 * kT * np.cosh((en - energy) / (2 * kT))**2)

    def value(en):
        return weight(en) * formula(velocity(w_heavy, en), velocity(w_light, en), delta)
    top = energy + 30 * kT
    return (quad(value, 1e-12, top, points=[energy], limit=200)[0]
            / quad(weight, 1e-12, top, points=[energy], limit=200)[0])


T_thermal, T_thermal_delta = thermal(0.0), thermal(strength)
assert abs(T_thermal - 8 / 9) < 1e-7

print(f"heavy mass, light mass: {mass_heavy:.2f}, {mass_light:.2f} m_e")
print(f"energy from band edge: {energy:.3f} eV")
print(f"normal wave number, grain 1: {k1:.4f} 1/nm")
print(f"normal wave number, grain 2: {k2:.4f} 1/nm")
print(f"wavelength, grain 1: {2 * np.pi / k1:.3f} nm")
print(f"wavelength, grain 2: {2 * np.pi / k2:.3f} nm")
print(f"normal velocity, grain 1: {v1:.4e} m/s")
print(f"normal velocity, grain 2: {v2:.4e} m/s")
print(f"from heavy side, amplitudes r, t: {r_heavy:.6f}, {t_heavy:.6f}")
print(f"from light side, amplitudes r, t: {r_light:.6f}, {t_light:.6f}")
print(f"transmission T, matching: {T_main:.6f}")
print(f"reflection R, matching: {r_heavy**2:.6f}")
print(f"lattice step for the tests: {fine:.4f} nm")
print(f"T on lattice, from heavy side: {forward[0]:.6f}")
print(f"T on lattice, from light side: {backward[0]:.6f}")
print(f"boundary amplitude on lattice, from heavy side: {abs(forward[2]):.5f}")
print(f"boundary amplitude on lattice, from light side: {abs(backward[2]):.5f}")
print(f"T for mass ratio 9: {T_ratio9:.4f}")
print(f"bare-slope matching, heavy side, r, t: {r_bad:.4f}, {t_bad:.4f}")
print(f"bare-slope matching, T and R+T: {T_bad:.4f}, {T_bad + r_bad**2:.4f}")
print(f"width of boundary layer: {width:.2f} nm")
print(f"T with mass graded over that width: {T_graded:.4f}")
print(f"boundary potential height: {barrier_height:.3f} eV")
print(f"delta strength U: {strength:.4f} eV nm")
print(f"velocity 2U/hbar: {2 * strength * 1e-9 / HBAR_EVS:.4e} m/s")
print(f"T with delta potential: {T_delta:.4f}")
print(f"T with rectangular potential: {T_rect:.4f}")
print(f"T with axes tilted by {tilt_deg:.0f} degrees: {T_tilt:.4f}")
print(f"T with axes tilted by 45 degrees: {T_45:.4f}")
print(f"T at k_y = 0.5 k_light: {oblique_formula(0.5):.4f}")
print(f"T at k_y = 0.9 k_light: {oblique_formula(0.9):.4f}")
print(f"mean T over channels of grain 1: {T_avg1:.4f}")
print(f"mean T over channels of grain 2: {T_avg2:.4f}")
print(f"R from grain 2 at k_y = 1.5 k_light: {outer[1]:.6f}")
print(f"T with lattice spacing {atomic_spacing:.2f} nm: {T_coarse:.4f}")
print(f"temperature: {temperature:.0f} K, thermal energy: {kT:.4f} eV")
print(f"thermal mean T, no potential: {T_thermal:.4f}")
print(f"thermal mean T, delta potential: {T_thermal_delta:.4f}")
print("PASS")
```

Running it gives:

```
heavy mass, light mass: 2.00, 0.50 m_e
energy from band edge: 0.100 eV
normal wave number, grain 1: 2.2912 1/nm
normal wave number, grain 2: 1.1456 1/nm
wavelength, grain 1: 2.742 nm
wavelength, grain 2: 5.485 nm
normal velocity, grain 1: 1.3262e+05 m/s
normal velocity, grain 2: 2.6524e+05 m/s
from heavy side, amplitudes r, t: -0.333333, 0.666667
from light side, amplitudes r, t: 0.333333, 1.333333
transmission T, matching: 0.888889
reflection R, matching: 0.111111
lattice step for the tests: 0.0050 nm
T on lattice, from heavy side: 0.888885
T on lattice, from light side: 0.888885
boundary amplitude on lattice, from heavy side: 0.66666
boundary amplitude on lattice, from light side: 1.33334
T for mass ratio 9: 0.7500
bare-slope matching, heavy side, r, t: 0.3333, 1.3333
bare-slope matching, T and R+T: 3.5556, 3.6667
width of boundary layer: 0.50 nm
T with mass graded over that width: 0.9112
boundary potential height: 0.100 eV
delta strength U: 0.0500 eV nm
velocity 2U/hbar: 1.5193e+05 m/s
T with delta potential: 0.7758
T with rectangular potential: 0.7239
T with axes tilted by 10 degrees: 0.9047
T with axes tilted by 45 degrees: 1.0000
T at k_y = 0.5 k_light: 0.8541
T at k_y = 0.9 k_light: 0.6308
mean T over channels of grain 1: 0.7997
mean T over channels of grain 2: 0.3999
R from grain 2 at k_y = 1.5 k_light: 1.000000
T with lattice spacing 0.25 nm: 0.8791
temperature: 350 K, thermal energy: 0.0302 eV
thermal mean T, no potential: 0.8889
thermal mean T, delta potential: 0.7509
PASS
```
